# Constructing and Normalizing a Semicore Local Orbital

A semicore state lies well below the valence bands, yet is too extended to be treated as a core state confined to one atomic sphere. A linearized augmented-plane-wave (LAPW) basis describes each angular momentum inside the sphere by a radial solution and its energy derivative at one valence energy. Singh's local orbital adds a radial solution at a second, semicore energy without disturbing the matching at the sphere surface. This problem constructs that orbital.

**Setting.** Hartree atomic units are used. Inside a sphere of radius $R$ the potential $V(r)$ is real, spherical, finite at $R$, and no more singular than $1/r$ at the origin. For fixed angular momentum $l$, the non-relativistic radial Hamiltonian is

$$
h f=-\frac{1}{2r}\frac{d^2(rf)}{dr^2}+\left[\frac{l(l+1)}{2r^2}+V(r)\right]f .
$$

Let $u(r,E)$ be the real solution of $hu=Eu$ that is regular at the origin, positive close to it, and normalized in the sphere. The inner product is

$$
\langle f|g\rangle=\int_0^R r^2 f(r)g(r)\,dr,\qquad \langle u|u\rangle=1 .
$$

Write $u_1=u(r,E_1)$ with $E_1$ in the valence range, $u_2=u(r,E_2)$ with $E_2\ne E_1$ at the semicore level, and $\dot u_1=\partial u/\partial E$ at $E_1$. A prime means $d/dr$. The orbital sought is

$$
\phi=a u_1+b\dot u_1+c u_2,\qquad \phi(R)=\phi'(R)=0,\qquad \langle\phi|\phi\rangle=1 .
$$

It is multiplied by a spherical harmonic $Y_{lm}$ and set to zero outside the sphere. The coefficients $a$ and $c$ are pure numbers; $b$ is an energy, because $\dot u_1$ carries an inverse energy.

## (a) The energy derivative and the Wronskian

*Find the radial equation for $\dot u_1$ and its overlap with $u_1$. Then find the value of $u_1'\dot u_1-u_1\dot u_1'$ at $R$.*

**Solution.** Differentiate $(h-E)u=0$ with respect to $E$. The operator $h$ does not depend on $E$, so

$$
(h-E_1)\dot u_1=u_1 .
$$

The normalization holds at every energy. Its derivative gives $0=2\langle u_1|\dot u_1\rangle$, and therefore $\langle u_1|\dot u_1\rangle=0$.

Next, take two regular functions $f,g$ and set $F=rf$, $G=rg$. In the difference $\langle f|hg\rangle-\langle hf|g\rangle$ the centrifugal and potential terms cancel, leaving

$$
-\frac12\int_0^R(FG''-F''G)\,dr=-\frac12\big[FG'-F'G\big]_0^R .
$$

Since $F'=f+rf'$ and $G'=g+rg'$,

$$
FG'-F'G=rf(g+rg')-(f+rf')rg=r^2(fg'-f'g).
$$

Near the origin $F$ and $G$ vanish as $r^{l+1}$ or faster, so the lower limit contributes nothing. Define the surface quantity

$$
W[f,g]=R^2\,(fg'-f'g)\big|_{r=R}.
$$

Green's identity then reads

$$
\langle f|hg\rangle-\langle hf|g\rangle=-\tfrac12W[f,g]. \qquad (1)
$$

Insert $f=u_1$ and $g=\dot u_1$, using $h\dot u_1=E_1\dot u_1+u_1$. The terms containing $E_1$ cancel and the left side is $\langle u_1|u_1\rangle=1$. Hence

$$
W[u_1,\dot u_1]=-2,\qquad
u_1'\dot u_1-u_1\dot u_1'=\frac{2}{R^2}\quad\text{at }R. \qquad (2)
$$

The 2 comes from the factor $\tfrac12$ in the kinetic energy. In Rydberg units that factor is 1, and the right side becomes $1/R^2$.

## (b) Solving the boundary conditions

*Find $a/c$ and $b/c$ from surface values. Can the construction fail to have a solution, or have several?*

**Solution.** If $c$ were zero, the boundary conditions would be homogeneous equations for $a$ and $b$, with determinant

$$
D=u_1\dot u_1'-\dot u_1u_1'=-\frac{2}{R^2}
$$

by equation (2). Since $D\ne0$, they would force $a=b=0$, which cannot be normalized. Thus $c\ne0$. Divide by it and set $\alpha=a/c$, $\beta=b/c$. At $r=R$,

$$
\alpha u_1+\beta\dot u_1=-u_2,\qquad
\alpha u_1'+\beta\dot u_1'=-u_2' .
$$

Cramer's rule gives

$$
\alpha=\frac{-u_2\dot u_1'+u_2'\dot u_1}{D},\qquad
\beta=\frac{-u_1u_2'+u_1'u_2}{D}.
$$

Substitute $1/D=-R^2/2$:

$$
\alpha=\frac{R^2}{2}\,(u_2\dot u_1'-u_2'\dot u_1),\qquad
\beta=\frac{R^2}{2}\,(u_1u_2'-u_1'u_2). \qquad (3)
$$

The ratios exist and are unique for any $R$ and any pair of energies. Normalization will fix $|c|$, so $\phi$ is unique up to its sign, provided that the combination $\alpha u_1+\beta\dot u_1+u_2$ is not identically zero. Part (d) settles that point.

For a strongly confined semicore state $u_2(R)$ and $u_2'(R)$ are both small. Equation (3) is linear in them, so $\alpha$ and $\beta$ are small too, and $\phi$ is close to $u_2$. The valence functions then supply a small correction that removes the remaining tail at the surface.

## (c) The same coefficients from overlaps

*Define $S=\langle u_1|u_2\rangle$, $T=\langle\dot u_1|u_2\rangle$ and $\Delta=E_1-E_2$. Express $\alpha$ and $\beta$ through these volume quantities.*

**Solution.** Equation (3) can be written as $\alpha=\tfrac12W[u_2,\dot u_1]$ and $\beta=\tfrac12W[u_1,u_2]$. Apply equation (1) with $f=u_1$, $g=u_2$:

$$
(E_2-E_1)S=-\tfrac12W[u_1,u_2]=-\beta
\quad\Longrightarrow\quad \beta=\Delta S .
$$

Now take $f=u_2$, $g=\dot u_1$. The left side of (1) is $E_1T+S-E_2T$, so

$$
S+\Delta T=-\tfrac12W[u_2,\dot u_1]=-\alpha
\quad\Longrightarrow\quad \alpha=-(S+\Delta T).
$$

Together,

$$
\alpha=-(S+\Delta T),\qquad \beta=\Delta S. \qquad (4)
$$

These relations compare surface data with integrals over the whole sphere, and so provide a check on a numerical implementation. They also show why $S$ is generally nonzero. The two solutions belong to the same differential operator but satisfy different boundary conditions at $R$; orthogonality would require $W[u_1,u_2]=0$, that is, equal logarithmic derivatives there.

## (d) Normalization

*Find $c$, and show that the normalization is always possible when $E_1\ne E_2$.*

**Solution.** Let $n=\langle\dot u_1|\dot u_1\rangle$. Expand the norm of $\phi/c=\alpha u_1+\beta\dot u_1+u_2$. There are three squared terms and three cross terms, of which $2\alpha\beta\langle u_1|\dot u_1\rangle$ vanishes by part (a). Therefore

$$
\frac1{c^2}=1+\alpha^2+\beta^2n+2\alpha S+2\beta T. \qquad (5)
$$

Choosing $c>0$, the coefficients are

$$
c=\frac{1}{\sqrt{1+\alpha^2+\beta^2n+2\alpha S+2\beta T}},\qquad a=\alpha c,\qquad b=\beta c .
$$

To see that the right side of (5) is positive, complete the squares:

$$
\frac1{c^2}=(\alpha+S)^2+n\left(\beta+\frac Tn\right)^2+M,\qquad
M=1-S^2-\frac{T^2}{n}. \qquad (6)
$$

Division by $n$ is allowed: $\dot u_1$ cannot vanish identically, because $(h-E_1)\dot u_1=u_1\neq0$. Since $u_1$ and $\dot u_1$ are orthogonal, $M$ is the squared norm of the part of $u_2$ outside their span. It is zero only if $u_2=xu_1+y\dot u_1$ for some constants $x,y$. Apply $(h-E_1)^2$ to such an equality. The right side gives zero, while the left side gives $(E_2-E_1)^2u_2\ne0$. This contradiction shows that $M>0$, so (5) is positive and the orbital exists.

Equation (6) also gives $1/c^2\ge M$. If $u_2$ is largely outside the span of the valence pair, $c$ cannot become large.

## (e) Energy and curvature

*Find $\langle\phi|h|\phi\rangle$ and the value of $\phi''$ just inside the sphere. Does the kinetic energy acquire a surface term?*

**Solution.** Act with $h$ on each component, using $E_2=E_1-\Delta$:

$$
h\phi=c\left[\alpha E_1u_1+\beta(E_1\dot u_1+u_1)+E_2u_2\right]
=E_1\phi+c\beta u_1-c\Delta u_2. \qquad (7)
$$

The two overlaps needed are

$$
\langle\phi|u_1\rangle=c(\alpha+S)=-c\Delta T,\qquad
\langle\phi|u_2\rangle=c(1+\alpha S+\beta T),
$$

where the first uses equation (4). Multiply (7) by $r^2\phi$ and integrate. With $\beta=\Delta S$ kept as $\beta$,

$$
\langle\phi|h|\phi\rangle
=E_1-c^2\Delta\beta T-c^2\Delta(1+\alpha S+\beta T),
$$

and hence

$$
\langle\phi|h|\phi\rangle=E_1-c^2\Delta\,(1+\alpha S+2\beta T). \qquad (8)
$$

For small $\alpha$ and $\beta$ and $c$ near 1, this is close to $E_1-\Delta=E_2$.

The orbital has zero value and slope on both sides of the surface. Its extension by zero therefore has neither a step nor a kink, and the Laplacian produces no delta function there. The same is seen by integrating by parts. Since $r^{-1}(r\phi)''=r^{-2}(r^2\phi')'$, for any regular $g$ one has $-\tfrac12\int_0^R g\,(r^2\phi')'\,dr=-\tfrac12R^2g(R)\phi'(R)+\tfrac12\int_0^R r^2g'\phi'\,dr$. The boundary term vanishes for every $g$ because $\phi'(R)=0$; for $g=\phi$ alone, $\phi(R)=0$ would already suffice.

The second derivative need not be continuous. Since $r^{-1}(r\phi)''=\phi''+2\phi'/r$, and $\phi=\phi'=0$ at $R$, the left side of (7) there is $-\tfrac12\phi''(R^-)$. Thus

$$
-\tfrac12\phi''(R^-)=c\beta u_1(R)-c\Delta u_2(R),
$$

$$
\phi''(R^-)=2c\Delta\,[u_2(R)-S u_1(R)]. \qquad (9)
$$

Outside the sphere $\phi''=0$, so the curvature jumps unless the bracket happens to vanish. This finite jump is harmless in matrix elements of $h$.

## (f) When the two energies approach each other

*Let $\delta=E_2-E_1$ tend to zero. How does $c$ behave, and what happens to $\phi$?*

**Solution.** Expand the second solution about $E_1$:

$$
u_2=u_1+\delta\dot u_1+\tfrac12\delta^2\ddot u_1+O(\delta^3).
$$

The coefficients in (3) depend linearly on $u_2$. Replacing $u_2$ there by $u_1$ gives $\alpha=\tfrac12W[u_1,\dot u_1]=-1$ and $\beta=0$, which cancels the first term of the expansion. Replacing it by $\dot u_1$ gives $\alpha=0$ and $\beta=\tfrac12W[u_1,\dot u_1]=-1$, which cancels the second. What remains is

$$
\frac{\phi}{c}=\tfrac12\delta^2\,q+O(\delta^3),\qquad
q=\ddot u_1+\tilde\alpha u_1+\tilde\beta\dot u_1,
$$

where $\tilde\alpha,\tilde\beta$ are the results of (3) with $u_2$ replaced by $\ddot u_1$.

The function $q$ is not zero. Differentiating the radial equation twice gives $(h-E_1)\ddot u_1=2\dot u_1$, so $(h-E_1)^2q=2u_1\ne0$. Normalization then gives, to leading order,

$$
c\simeq\frac{2}{\delta^2\sqrt{\langle q|q\rangle}} .
$$

The normalized orbital itself has a finite limit, $q/\sqrt{\langle q|q\rangle}$, but its formula in terms of $u_2$ becomes a small difference of large terms. At $\delta=0$ equation (5) gives $1/c^2=0$ and the construction fails. The limiting orbital is then obtained by building $q$ from $\ddot u_1$ directly.

## (g) What the orbital adds to the basis

*Show that $\phi$ makes $u_2$ available inside the sphere while leaving the surface matching to the augmented plane waves.*

**Solution.** Take any $f=xu_1+y\dot u_1+zu_2$. Since $u_2=\phi/c-\alpha u_1-\beta\dot u_1$,

$$
f=(x-z\alpha)u_1+(y-z\beta)\dot u_1+\frac zc\,\phi .
$$

The first two terms carry the full value and slope of $f$ at $R$, because $\phi$ contributes neither. They are the part that joins to plane waves outside. The amplitude of $\phi$ is a free variational parameter that changes the interior alone.

The gain extends to energies near $E_2$. There $u(r,E_2+\epsilon)=u_2+\epsilon\dot u_2+O(\epsilon^2)$, with $\dot u_2$ the energy derivative at $E_2$. Since $u_2$ is now in the span, the squared misfit, meaning the squared norm of the part outside the span, is to leading order $\epsilon^2$ times the squared norm of the part of $\dot u_2$ outside the span of $u_1$, $\dot u_1$ and $\phi$. This is at most $\epsilon^2\langle\dot u_2|\dot u_2\rangle$, but that bound can be weak: for a confined state $\langle\dot u_2|\dot u_2\rangle$ can be large, and the misfit stays small only if the span also covers most of $\dot u_2$. Part (h) gives the numbers for one case.

The orbital $\phi$ is not itself the semicore eigenstate: that state generally has a tail through the surface, which the augmented plane waves must carry.

## (h) A worked example

*Evaluate the orbital for a model $p$ channel, $l=1$, with $R=2.5$ bohr and, inside the sphere,*

$$
V(r)=-\frac{Z e^{-r/d}}{r}+\frac{Z e^{-R/d}}{R},\qquad Z=20,\quad d=0.6\ \text{bohr},
$$

*and $V=0$ outside. Take $E_1=0.2$ hartree and let $E_2$ be the bound level of this single well whose radial function has one node.*

**Solution.** These are model parameters, not a calculation for a particular solid. Matching to the decaying outside solution gives $E_2=-2.0189$ hartree, or $-54.94$ eV. A separate finite-difference diagonalization with step 0.002 bohr gives $-2.0192$ hartree; the difference is grid error, and halving the step moves the value to $-2.0190$ hartree. About 99.92% of the bound state's probability lies inside the sphere. The energy separation is $\Delta=2.21887$ hartree.

The surface data, in atomic units, are:

| function | value at $R$ | slope at $R$ |
|---|---:|---:|
| $u_1$ | 0.522229 | 0.078101 |
| $\dot u_1$ | −0.205230 | −0.643451 |
| $u_2$ | −0.022767 | 0.056366 |

With $R^2/2=3.125$, equation (3) gives

$$
\begin{aligned}
\alpha&=3.125\,[(-0.022767)(-0.643451)-(0.056366)(-0.205230)]\\
&=3.125\,(0.014649+0.011568)=0.08193,\\
\beta&=3.125\,[(0.522229)(0.056366)-(0.078101)(-0.022767)]\\
&=3.125\,(0.029436+0.001778)=0.09754\ \text{hartree}.
\end{aligned}
$$

The integrated overlaps are $S=0.043961$, $T=-0.056736$ hartree$^{-1}$ and $n=0.069556$ hartree$^{-2}$. Equation (4) reproduces the coefficients:

$$
\begin{aligned}
-(S+\Delta T)&=-(0.04396-0.12589)=0.08193,\\
\Delta S&=2.21887\times0.043961=0.09754\ \text{hartree}.
\end{aligned}
$$

In equation (5), the squared terms sum to 1.007374, and the cross terms are $2\alpha S=0.007203$ and $2\beta T=-0.011068$. Thus

$$
\frac1{c^2}=1.007374+0.007203-0.011068=1.003509,
$$

$$
c=0.99825,\qquad a=0.08179,\qquad b=0.09737\ \text{hartree}.
$$

The orbital is mainly $u_2$. If the cross terms were dropped when choosing $c$, its squared norm would be 0.9962 instead of 1. This shortfall of about 0.4% of the unit norm follows from equation (4): $2\alpha S+2\beta T=-2S^2-2\Delta ST+2\Delta ST=-2S^2$ for any parameters, so the cross terms never raise the norm, and their sum is small here because $S$ is small.

Equation (8) gives

$$
\langle\phi|h|\phi\rangle
=0.2-\frac{2.21887}{1.003509}\,(1+0.003602-0.011068)
=-1.9946\ \text{hartree},
$$

which is 0.0243 hartree above $E_2$. Direct quadrature, with the kinetic energy in gradient form, agrees. Equation (9) gives $\phi''(R^-)=-0.2026$ bohr$^{-7/2}$, so the curvature does jump in this example.

The part of $u_2$ outside the span of the valence pair is

$$
M=1-(0.043961)^2-\frac{(0.056736)^2}{0.069556}=0.952 .
$$

The pair therefore misses about 95% of the squared norm of $u_2$. At $E_2+0.1$ hartree the squared misfit of the normalized radial solution is 0.733 with the pair alone and $3.1\times10^{-4}$ with $\phi$ included. The pair does better at this shifted energy than at $E_2$, and also at $E_2-0.1$ hartree (0.900), but in both cases still misses most of the function. The small misfit with $\phi$ needs all three functions. Here $\langle\dot u_2|\dot u_2\rangle=16.9$ hartree$^{-2}$, so the simple bound of part (g) is 0.17 at $\epsilon=0.1$ hartree, and $u_2$ alone leaves a squared misfit of 0.150. Only 0.040 hartree$^{-2}$ of that squared norm lies outside the span of $u_1$, $\dot u_1$ and $\phi$, which gives the leading estimate $4.0\times10^{-4}$.

Finally, the limit in part (f) can be followed by placing the second energy on either side of $E_1$ and averaging the two values of $c$. The average is 244.5 at $|\delta|=0.2$ hartree and 978.6 at $|\delta|=0.1$ hartree. Halving the separation multiplies this average by 4.00, as the leading $\delta^{-2}$ law requires. The averaging matters: the $O(\delta^3)$ term in part (f) gives $c$ a relative correction of order $\delta$ that changes sign with $\delta$, and on one side alone the factor is 4.10 for $\delta>0$ and 3.92 for $\delta<0$. At the smaller separation $1/c^2$ is about $10^{-6}$, although the individual terms in (5) include some of order one. About six digits are then lost to cancellation if the norm is evaluated from that sum. The numerical check accompanying this text tests the coefficient formulas, the normalization, the energy, the curvature and this limiting power.

## Computed results

```
Z = 20, l = 1, d = 0.6 bohr, R = 2.5 bohr
E1 = 0.2000 hartree
E2 = -2.018871 hartree = -54.936 eV
E2 from finite-difference grid = -2.019199 hartree
E1 - E2 = 2.218871 hartree
semicore probability inside sphere = 0.99921
radial nodes inside sphere: u1 2, u2 1
u1(R) = 0.522229 bohr^-3/2
u1'(R) = 0.078101 bohr^-5/2
u1dot(R) = -0.205230 bohr^-3/2 hartree^-1
u1dot'(R) = -0.643451 bohr^-5/2 hartree^-1
u2(R) = -0.022767 bohr^-3/2
u2'(R) = 0.056366 bohr^-5/2
R^2 (u1' u1dot - u1 u1dot') = 2.00000000 (atomic units)
S = <u1|u2> = 0.043961
T = <u1dot|u2> = -0.056736 hartree^-1
n = <u1dot|u1dot> = 0.069556 hartree^-2
a/c = 0.081929
b/c = 0.097544 hartree
squared terms of 1/c^2 = 1.007374
cross term 2(a/c)S = 0.007203
cross term 2(b/c)T = -0.011068
1/c^2 = 1.003509
a = 0.081785
b = 0.097373 hartree
c = 0.998250
norm of phi by quadrature = 1.000000000
norm if cross terms are dropped = 0.996163
|phi(R)| = 1.4e-17 bohr^-3/2
|phi'(R)| = 4.8e-17 bohr^-5/2
phi''(R), inner side = -0.202557 bohr^-7/2
phi''(R) from one-sided slope = -0.202570 bohr^-7/2
<phi|h|phi> by formula = -1.994603 hartree
<phi|h|phi> by quadrature = -1.994603 hartree
part of u2 outside span(u1,u1dot) = 0.951789
test energy E2 + 0.1 hartree, squared misfit:
  without local orbital = 0.732870
  with local orbital = 3.091e-04
mean c at |E2-E1| = 0.2 hartree: 244.531
mean c at |E2-E1| = 0.1 hartree: 978.645
growth exponent of c = 2.0008
```
